# Dispersion energy of two atoms from London to Casimir-Polder distances

Two neutral atoms A and B, each in a nondegenerate, isotropic ground state without a permanent dipole, are held at a distance \(R\) large enough that their electron clouds do not overlap. The task is to find the leading \(R\)-dependent part \(U(R)\) of the energy, including the finite speed of light, and to apply it to hydrogen.

The nuclei are fixed, the electrons are nonrelativistic, the field is at zero temperature, and each atom is small compared with \(R\) and with the wavelengths that matter, so that only its electric dipole couples. The algebra is in atomic units, \(\hbar=m_e=e=4\pi\epsilon_0=1\), where the speed of light is \(c=137.036\).

## (a) The coupling

**Starting from minimal coupling in Coulomb gauge, show that the dipole interaction between the atoms can be carried entirely by the transverse field.**

**Solution.** An electron has charge \(-1\), so its kinetic energy is \((\mathbf p+\mathbf A/c)^2/2\), with \(\mathbf A\) taken at the position \(\mathbf R_X\) of its atom \(X\). The field energy is \(\frac1{8\pi}\int(\mathbf E_\perp^2+\mathbf B^2)\,d^3r\), and the Coulomb energy \(V_{AB}\) couples the atoms directly. The momentum conjugate to \(\mathbf A\) is \(-\mathbf E_\perp/(4\pi c)\), hence

\[
[A_i(\mathbf r),E_{\perp j}(\mathbf r')]=-4\pi i c\,\delta^\perp_{ij}(\mathbf r-\mathbf r').
\]

Transform every operator as \(O\to e^{-i\theta}Oe^{i\theta}\) with \(\theta=\frac1c\sum_X\mathbf d_X\cdot\mathbf A(\mathbf R_X)\), where \(\mathbf d_X=-\sum\mathbf r\) is the atomic dipole. Then \(\mathbf p\to\mathbf p+\nabla\theta=\mathbf p-\mathbf A/c\), which removes \(\mathbf A\) from the kinetic energy. The field changes by \(-i[\theta,\mathbf E_\perp]\), so that

\[
\mathbf E_\perp\to\mathbf E_\perp-4\pi\mathbf P_\perp,\qquad \mathbf P=\sum_X\mathbf d_X\,\delta(\mathbf r-\mathbf R_X).
\]

Squaring gives

\[
\frac1{8\pi}\int(\mathbf E_\perp-4\pi\mathbf P_\perp)^2=\frac1{8\pi}\int\mathbf E_\perp^2-\sum_X\mathbf d_X\cdot\mathbf E_\perp(\mathbf R_X)+2\pi\int\mathbf P_\perp^2 .
\]

The last term contains single-atom parts, which do not depend on \(R\), and the cross term \(4\pi\int\mathbf P_{A\perp}\cdot\mathbf P_{B\perp}\). Since the atoms do not overlap, \(\int\mathbf P_A\cdot\mathbf P_B=0\), and the cross term equals \(-4\pi\int\mathbf P_{A\parallel}\cdot\mathbf P_{B\parallel}\). The electrostatic field is \(\mathbf E_\parallel=-4\pi\mathbf P_\parallel\), so the dipole part of \(V_{AB}\) is the cross term of \(\frac1{8\pi}\int\mathbf E_\parallel^2\), namely \(+4\pi\int\mathbf P_{A\parallel}\cdot\mathbf P_{B\parallel}\). The two cancel. What remains is

\[
V=-\mathbf d_A\cdot\mathbf E(\mathbf R_A)-\mathbf d_B\cdot\mathbf E(\mathbf R_B).
\]

In the new variables \(\mathbf E\) represents the transverse displacement field. It has the mode expansion of a free transverse field.

## (b) The energy at fourth order

**Express \(U\) through the polarizabilities at imaginary frequency and the field correlator between the two positions.**

**Solution.** Let \(O(\tau)=e^{H_0\tau}Oe^{-H_0\tau}\), and let \(\langle\cdot\rangle\) be the average in the unperturbed ground state. Over a long imaginary time \(T\), \(\langle e^{H_0T}e^{-HT}\rangle\) becomes a constant times \(e^{-T\Delta E}\). Therefore

\[
\Delta E=-\lim_{T\to\infty}\frac1T\ln\Big\langle\mathcal T\exp\int_0^T\!d\tau\,[\mathbf d_A\cdot\mathbf E_A+\mathbf d_B\cdot\mathbf E_B]\Big\rangle ,
\]

with \(\mathcal T\) the ordering in \(\tau\).

*Atomic factor.* Inserting excited states \(n\) with excitation energies \(\omega_n\), and using isotropy,

\[
\langle\mathcal T d_i(\tau)d_j(0)\rangle=\delta_{ij}\sum_n|z_n|^2e^{-\omega_n|\tau|},\qquad z_n=\langle n|d_z|0\rangle .
\]

Because \(\int d\tau\,e^{iu\tau}e^{-\omega|\tau|}=2\omega/(\omega^2+u^2)\), its Fourier transform is \(\delta_{ij}\sum_n2\omega_n|z_n|^2/(\omega_n^2+u^2)\).

To identify this sum, apply a field \(F\cos\omega t\) along \(z\). First-order theory gives the amplitudes

\[
a_n=\frac{Fz_n}2\left[\frac{e^{i(\omega_n+\omega)t}}{\omega_n+\omega}+\frac{e^{i(\omega_n-\omega)t}}{\omega_n-\omega}\right].
\]

The induced dipole \(2\,\mathrm{Re}\sum_nz_n^*a_ne^{-i\omega_nt}\) is \(\alpha(\omega)F\cos\omega t\) with \(\alpha(\omega)=\sum_n2\omega_n|z_n|^2/(\omega_n^2-\omega^2)\). The transform is thus \(\alpha(iu)\), with no oscillator model of the atom.

*Orders.* A term with a single \(\mathbf d_A\) or \(\mathbf d_B\) vanishes, because there are no permanent dipoles. The lowest \(R\)-dependent term has two of each. Of the four factors in the expansion, two can be chosen for A in 6 ways, and \(6/4!=1/4\). The field is a set of oscillators in their ground state, so its four-point average is the sum of three pairings:

- A1 with B3 and A2 with B4,
- A1 with B4 and A2 with B3,
- A1 with A2 and B3 with B4.

The third is the product of the two second-order self-energy terms. The logarithm, \(\ln(1+X_2+X_4)=X_2+X_4-\frac12X_2^2+\dots\), removes it. The first two become equal on exchanging the names \(\tau_3,\tau_4\), which turns \(1/4\) into \(1/2\).

Write \(D_{ij}(iu)\) for the Fourier transform of \(\langle\mathcal TE_i(\mathbf R_A,\tau)E_j(\mathbf R_B,0)\rangle\). Integration over three of the four times forces all four frequencies to be equal up to sign, and the fourth integration gives \(T\). All factors are even in \(u\), so

\[
U=-\frac12\int_{-\infty}^{\infty}\frac{du}{2\pi}\,\alpha_A\alpha_B\sum_{ij}D_{ij}^2
=-\frac1{2\pi}\int_0^\infty du\,\alpha_A(iu)\alpha_B(iu)\sum_{ij}D_{ij}^2(iu).
\]

This contains every time ordering of the two-photon exchange. The prefactor was tested on two two-level atoms coupled to two boson modes. The joint fourth-order coefficient is \(-0.674343\) from exact diagonalization and \(-0.674344\) from the frequency integral, in model units.

## (c) The field correlator

**Find \(D_{ij}(iu)\) and the sum of its squares.**

**Solution.** In a volume \(\mathcal V\), with \(\omega_k=ck\) and polarization vectors \(\mathbf e\),

\[
\mathbf E(\mathbf r)=i\sum_{\mathbf k,\lambda}\sqrt{\frac{2\pi\omega_k}{\mathcal V}}\;\mathbf e_{\mathbf k\lambda}\left(a\,e^{i\mathbf k\cdot\mathbf r}-a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right).
\]

The normalization gives \(\frac1{8\pi}\int\langle\mathbf E^2\rangle=\omega_k/4\) per mode, half of the zero-point energy, as it should. The correlator of a mode decays as \(e^{-\omega_k|\tau|}\), whose transform is \(2\omega_k/(\omega_k^2+u^2)\). The polarization sum is \(\delta_{ij}-k_ik_j/k^2\). With \(\kappa=u/c\),

\[
D_{ij}=\int\frac{d^3k}{(2\pi)^3}\,4\pi\,\frac{k^2\delta_{ij}-k_ik_j}{k^2+\kappa^2}\,e^{i\mathbf k\cdot\mathbf R}
=(\partial_i\partial_j-\delta_{ij}\nabla^2)\frac{e^{-\kappa R}}R .
\]

The last step replaces \(\mathbf k\) by \(-i\nabla\) and uses that \(f=e^{-\kappa R}/R\) solves \((-\nabla^2+\kappa^2)f=4\pi\delta(\mathbf R)\). For \(R\neq0\) this also gives \(\nabla^2f=\kappa^2f\), hence \(D_{ij}=(\partial_i\partial_j-\kappa^2\delta_{ij})f\).

For a radial function, \(\partial_i\partial_jf\) is \(f''\) along \(\mathbf R\) and \(f'/R\) across it. Here

\[
f'=-e^{-\kappa R}\Big(\frac\kappa R+\frac1{R^2}\Big),\qquad
f''=e^{-\kappa R}\Big(\frac{\kappa^2}R+\frac{2\kappa}{R^2}+\frac2{R^3}\Big).
\]

With \(x=\kappa R=uR/c\), subtracting \(\kappa^2f\) leaves

\[
D_\parallel=\frac{2(1+x)e^{-x}}{R^3},\qquad D_\perp=-\frac{(1+x+x^2)e^{-x}}{R^3}.
\]

At \(x=0\) these are \(2/R^3\) and \(-1/R^3\), the static dipole field. The transverse photons have restored the Coulomb coupling that part (a) removed. A direct mode integral with a smooth cutoff reproduces both components within 0.03 percent at \(x=0,1,3\).

There is one longitudinal and there are two transverse directions:

\[
R^6e^{2x}\sum_{ij}D_{ij}^2=4(1+2x+x^2)+2(1+2x+3x^2+2x^3+x^4)
=2(3+6x+5x^2+2x^3+x^4).
\]

Insertion into (b) gives the dispersion energy

\[
\boxed{U(R)=-\frac1{\pi R^6}\int_0^\infty du\,\alpha_A(iu)\,\alpha_B(iu)\,g\!\left(\frac{uR}c\right)}
\]

\[
g(x)=e^{-2x}(3+6x+5x^2+2x^3+x^4).
\]

## (d) Short distances

**Find the limit of small \(R\) and its first correction, and compare the limit with electrostatic perturbation theory.**

**Solution.** The polarizabilities confine \(u\) to atomic frequencies \(\omega\). If \(R\ll c/\omega\), then \(x\) is small. With \(e^{-2x}=1-2x+2x^2-\frac43x^3+\dots\), the coefficients of \(g\) are

- order \(x\): \(6-6=0\);
- order \(x^2\): \(5-12+6=-1\);
- order \(x^3\): \(2-10+12-4=0\).

So \(g=3-x^2+O(x^4)\), and

\[
U\simeq-\frac{C_6}{R^6}+\frac{C_4}{R^4},\quad
C_6=\frac3\pi\int_0^\infty\!\alpha_A\alpha_B\,du,\quad
C_4=\frac1{\pi c^2}\int_0^\infty\!u^2\alpha_A\alpha_B\,du .
\]

The first term is London's law. Retardation weakens it.

The series cannot be continued term by term. At large \(u\) each \(\alpha\) falls as \(1/u^2\), so the integral of \(u^4\alpha_A\alpha_B\) diverges. The remainder comes from \(u\sim c/R\), where \(\alpha_A\alpha_B\propto u^{-4}\). Substituting \(u=cx/R\) shows that it scales as \(1/(c^3R^3)\), smaller than the \(C_4\) term by a factor of order \(R/c\).

For the comparison, partial fractions give

\[
\int_0^\infty\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac1{b^2-a^2}\,\frac\pi2\Big(\frac1a-\frac1b\Big)=\frac{\pi}{2ab(a+b)} .
\]

With \(\alpha=\sum_n2\omega_n|z_n|^2/(\omega_n^2+u^2)\) for each atom,

\[
C_6=\frac3\pi\sum_{nm}4\omega_n\omega_m|z_n|^2|z_m|^2\,\frac{\pi}{2\omega_n\omega_m(\omega_n+\omega_m)}
=6\sum_{nm}\frac{|z_n|^2|z_m|^2}{\omega_n+\omega_m}.
\]

Second-order perturbation theory with the static coupling \((d_{Ax}d_{Bx}+d_{Ay}d_{By}-2d_{Az}d_{Bz})/R^3\) gives the same sum. For isotropic atoms the three products contribute without cross terms, with weights \(1+1+4=6\).

## (e) Long distances

**Find the limit of large \(R\), and show how \(U\) lies relative to the two limiting laws at any \(R\).**

**Solution.** Substitute \(u=cx/R\):

\[
U=-\frac{c}{\pi R^7}\int_0^\infty dx\,\alpha_A\!\left(\frac{icx}R\right)\alpha_B\!\left(\frac{icx}R\right)g(x).
\]

The exponential in \(g\) limits \(x\) to a few units. If \(R\gg c/\omega\), the frequencies are far below the atomic ones and both polarizabilities take their static values. With \(\int_0^\infty x^ne^{-2x}dx=n!/2^{n+1}\),

\[
\int_0^\infty g\,dx=\frac32+\frac32+\frac54+\frac34+\frac34=\frac{23}4,
\]

\[
U\to-\frac{C_7}{R^7},\qquad C_7=\frac{23\,c\,\alpha_A(0)\alpha_B(0)}{4\pi}.
\]

This is the Casimir-Polder law. The factor \(c\) belongs there in atomic units; it disappears from view in units with \(\hbar=c=1\). The spectra now enter only through the static polarizabilities, because the integral is confined to frequencies of a few \(c/R\), far below the atomic ones.

Differentiating \(g\), the polynomial's derivative minus twice the polynomial gives

\[
g'=e^{-2x}\left[(6+10x+6x^2+4x^3)-(6+12x+10x^2+4x^3+2x^4)\right]
=-(2x+4x^2+2x^4)e^{-2x}.
\]

This is negative for \(x>0\), so \(g<3\) and \(|U|<C_6/R^6\). Each term of \(\alpha(iu)\) decreases with \(u\), so \(\alpha(iu)<\alpha(0)\) for \(u>0\) and \(|U|<C_7/R^7\). The energy is therefore weaker than either limiting law at every finite \(R\), within the dipole model.

## (f) Hydrogen

**Define a crossover distance and evaluate it for two hydrogen atoms in 1s. How sharp is the change of law?**

**Solution.** Take as crossover the distance \(R^*\) where the two limiting laws are equal:

\[
\frac{C_6}{R^{*6}}=\frac{C_7}{R^{*7}}\quad\Rightarrow\quad R^*=\frac{C_7}{C_6}=\frac{23\,c\,\alpha(0)^2}{4\pi C_6}.
\]

*Static polarizability.* The dipole operator turns the radial function \(2re^{-r}\) of 1s into a p wave with \(b(r)=r\cdot2r\,e^{-r}=2r^2e^{-r}\) (radial function times \(r\)). The angular average of \(\cos^2\) is \(1/3\), so \(\alpha(0)=\frac23\int b\,w\,dr\), where

\[
\left(-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12\right)w=b .
\]

Acting on \(r^ne^{-r}\), the operator gives \(\left[1-\frac{n(n-1)}2\right]r^{n-2}e^{-r}+(n-1)r^{n-1}e^{-r}\). This is \(re^{-r}\) for \(n=2\) and \((-2r+2r^2)e^{-r}\) for \(n=3\). Hence \(w=(2r^2+r^3)e^{-r}\), and

\[
\alpha(0)=\frac23\int_0^\infty(4r^4+2r^5)e^{-2r}dr=\frac23\left(3+\frac{15}4\right)=\frac92 .
\]

*London coefficient.* At \(u\neq0\) the p channel was diagonalized in a Laguerre basis, and \(\alpha(iu)\) was tested against a radial grid solution. For example, \(\alpha(0.5i)=1.9054\) a.u. The frequency integral gives \(C_6=6.4990\) a.u., as does the double sum of part (d).

*Crossover.* The numbers combine to

\[
C_7=\frac{23\times137.036\times4.5^2}{4\pi}=5079.0,\qquad
R^*=\frac{5079.0}{6.4990}=781.5\ \text{bohr}=413.6\ \text{angstrom}.
\]

There \(U=-4.96\times10^{-16}\) eV. These digits hold for fixed nuclei. With the finite proton mass, the reduced mass \(\mu\) scales \(\alpha(0)\) as \(\mu^{-3}\) and the frequencies as \(\mu\), which gives \(\alpha(0)=4.507\), \(C_6=6.517\), \(C_7=5096\) and \(R^*=781.9\) bohr, or 413.8 angstrom.

*Meaning of the length.* If \(\alpha(iu)\) had a single frequency, \(\alpha(0)\bar\omega^2/(\bar\omega^2+u^2)\), part (d) would give \(C_6=\frac34\alpha(0)^2\bar\omega\). For hydrogen this relation defines an effective frequency

\[
\bar\omega=\frac{4C_6}{3\alpha(0)^2}=\frac{4\times6.4990}{3\times20.25}=0.4279\ \text{a.u.},
\]

which is 11.64 eV, somewhat above the lowest excitation at 10.20 eV. Eliminating \(C_6\),

\[
R^*=\frac{23}{3\pi}\,\frac c{\bar\omega}=2.44\,\frac c{\bar\omega},\qquad \frac c{\bar\omega}=169.5\ \text{angstrom}.
\]

The crossover occurs when light needs a few times \(1/\bar\omega\) to pass between the atoms. The dipole fluctuation at one atom has then changed before the response of the other returns.

*Sharpness.* Let \(p=-d\ln|U|/d\ln R\) be the local power. The full integral gives:

| \(R\) (angstrom) | \(\lvert U\rvert R^6/C_6\) | \(\lvert U\rvert R^7/C_7\) | \(p\) |
|---:|---:|---:|---:|
| 50 | 0.978 | 0.118 | 6.04 |
| 100 | 0.933 | 0.226 | 6.11 |
| 500 | 0.579 | 0.700 | 6.55 |
| 1000 | 0.362 | 0.876 | 6.79 |
| 5000 | 0.082 | 0.993 | 6.99 |

The change is gradual. Retardation has removed 10 percent of the London energy at 132.5 angstrom and half of it at 638.7 angstrom. At \(R^*\) the energy is 0.639 of the common value of the two laws, and \(p=6.48\); the power 6.5 is reached at 431.3 angstrom. Joining the two laws at \(R^*\) would thus overestimate \(|U|\) there by a factor \(1/0.639=1.56\).

The correction \(C_4\) has a narrow range of use. At 50 angstrom, or 94.5 bohr, it predicts a relative loss \(C_4R^2/C_6=2.46\times10^{-5}\times94.5^2/6.499=3.4\) percent, while the full loss is 2.2 percent. The ratio \(R/c\) is already 0.69 there, so the remainder found in (d) is not small.

*Limits of the result.* At short range, overlap brings exchange, and the electrostatic coupling of higher multipoles adds terms that fall faster than \(R^{-6}\). The first is \(-C_8/R^8\) with \(C_8=124.4\) a.u. for hydrogen. Taken without retardation, it adds 0.2 percent of the London energy at 50 angstrom, which moves the entry 0.978 to about 0.980 and the 10 percent point from 132.5 to about 132.8 angstrom. At long range, thermal photons matter once the thermal energy is comparable with \(c/R\). Since \(c=169.5\times11.64\approx1970\) eV angstrom, a thermal energy of roughly 0.025 eV at room temperature equals \(c/R\) near \(8\times10^4\) angstrom. The effect sets in earlier, because at temperature \(T\) the frequency integral becomes a sum over frequencies spaced by \(2\pi k_BT\). That sum exceeds the zero-temperature result by 1 percent at \(2.5\times10^4\) angstrom, by 10 percent at \(4.5\times10^4\) angstrom and by about 67 percent at \(8\times10^4\) angstrom.

Spin has also been left out. Two electron moments of size \(1/(2c)\) have a magnetic energy of order \(1/(4c^2R^3)\), which at \(R^*\) is about \(8\times10^{-13}\) eV, far more than \(|U|\). This energy depends on the directions of the spins and vanishes for some of them, for example when one spin points along the axis between the atoms and the other across it. For atoms prepared with definite electron-spin directions, away from such orientations, \(U\) is not the largest part of the interaction at this distance. In the hyperfine ground state of hydrogen the electron and proton spins form a singlet, so the electron spin has no average direction and the magnetic energy vanishes in first order. With a hyperfine splitting of \(5.9\times10^{-6}\) eV, its second-order part has the weights \(1+1+4=6\) of part (d) and both atoms excited, so at \(R^*\) it is \(6\,(8\times10^{-13})^2/(2\times5.9\times10^{-6})\approx3\times10^{-19}\) eV, well below \(|U|\) there. It falls as \(R^{-6}\), more slowly than \(U\) at long range. It is 0.5 percent of \(|U|\) at 5000 angstrom and equals \(|U|\) near \(1.1\times10^6\) angstrom, so for real hydrogen at zero temperature the \(R^{-7}\) law dominates only below that distance.

The remaining values and comparisons are in the numerical output.

## Values computed for the example and the checks

```
speed of light c = 137.0360 a.u.
1 hartree = 27.211386 eV
1 bohr = 0.52917721 angstrom
Field tensor at R=1: mode integral | closed form
 kappa=0 along 2.00000 | 2.00000
         across -1.00000 | -1.00000
 kappa=1 along 1.47155 | 1.47152
         across -1.10367 | -1.10364
 kappa=3 along 0.39839 | 0.39830
         across -0.64738 | -0.64723
Two-level model, joint fourth-order coefficient
 exact diagonalization -0.674343 (model units)
 frequency integral    -0.674344 (model units)
Hydrogen alpha(iu), a.u.: basis | radial grid
 u=0.0: 4.500000 | 4.500004
 u=0.5: 1.905388 | 1.905389
 u=2.0: 0.224474 | 0.224473
lowest excitation = 10.2043 eV
sum of oscillator strengths = 1.00000000
C6, frequency integral = 6.499027 a.u.
C6, perturbation sum   = 6.499027 a.u.
C6 = 3.8833 eV angstrom^6
C7 = 23 c alpha^2/(4 pi) = 5078.994 a.u.
C7 = 1605.97 eV angstrom^7
C4, formula = 2.4645e-05 a.u.
C4, from full U at R=1 = 2.4502e-05 a.u.
near amplitude / C6 = 0.99999996
far amplitude / C7  = 0.99999938
mean energy w = 0.427919 a.u.
mean energy w = 11.6443 eV
length c/w = 169.46 angstrom
R*/(c/w) = 2.4404
crossover R* = 781.50 bohr
crossover R* = 413.55 angstrom
U(R*) = -4.9618e-16 eV
U/London at R* = 0.6392
local power at R* = 6.4845
10% reduction at R = 132.52 angstrom
50% reduction at R = 638.74 angstrom
local power 6.5 at R = 431.30 angstrom
R (angstrom), U (eV), U/London, U/far law, power
    50 -2.4295e-10 0.9775 0.1182 6.0383
   100 -3.6232e-12 0.9330 0.2256 6.1057
   500 -1.4393e-16 0.5791 0.7002 6.5549
  1000 -1.4066e-18 0.3622 0.8759 6.7882
  5000 -2.0416e-23 0.0821 0.9932 6.9865
 10000 -1.6032e-25 0.0413 0.9983 6.9965
100000 -1.6059e-32 0.0041 1.0000 7.0000
```
